# The Electric Field near a Sharp Right-Angled Metal Line Corner

## Problem

A long metal line has a perfectly sharp right-angled edge. Dielectric fills the remaining $3\pi/2$ of angle around it. The metal is an ideal conductor at potential $V_m$; the dielectric is uniform, linear and free of charge. Ends of the line, where three faces meet, are far away, so the potential $\phi$ depends on two coordinates only: the distance $r$ from the edge and the angle $\theta$, measured through the dielectric from the sidewall ($\theta=0$) to the top face ($\theta=3\pi/2$).

(a) How does the field strength vary with $r$ close to the edge?

(b) Two such lines face each other across a gap $S$ with voltage $V$ between them. Both are much wider and thicker than $S$. What is the size of the field near an edge?

(c) Evaluate it for a copper/low-k structure under electrical stress, with $S=20$ nm and $V=4$ V, and decide how far the ideal result can be trusted.

## A first estimate by scaling

Let $u=V_m-\phi$ be the potential drop from the metal. It obeys Laplace's equation and vanishes on both faces. Neither the equation nor an ideal corner contains a length, so close to the edge we try a power law, $u=r^p f(\theta)$. The radial part of the Laplacian gives $p^2r^{p-2}f$ and the angular part gives $r^{p-2}f''$, hence
$$f''+p^2f=0 .$$
Multiply by $f$ and integrate over the opening angle $\alpha=3\pi/2$. Integration by parts has no boundary term because $f$ vanishes at both ends:
$$p^2=\frac{\int_0^\alpha f'^2\,d\theta}{\int_0^\alpha f^2\,d\theta}.$$
For an estimate, take the simplest shape that vanishes on both faces, $f=\theta(\alpha-\theta)$. The integrals are $\alpha^3/3$ and $\alpha^5/30$, so
$$p\approx\frac{\sqrt{10}}{\alpha}=\frac{3.162}{4.712}=0.671 .$$
The field is a derivative of $u$ and varies as $r^{p-1}\approx r^{-0.329}$. It grows without limit, but slowly.

For the size, suppose that the field has fallen to the mean value $E_0=V/S$ at half the gap, $r\approx S/2$. Then
$$E\approx E_0\left(\frac{S}{2r}\right)^{0.329}.$$
With $E_0=4\ \mathrm{V}/20\ \mathrm{nm}=0.2$ V/nm $=2$ MV/cm, this gives about $2\times10^{0.329}\approx4.3$ MV/cm at $r=1$ nm.

## Exact solution: the exponent

In polar coordinates,
$$\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial u}{\partial r}\right)+\frac1{r^2}\frac{\partial^2u}{\partial\theta^2}=0,\qquad u(r,0)=u(r,3\pi/2)=0 .$$
Put $u=R(r)f(\theta)$ and multiply by $r^2/(Rf)$:
$$\frac{r(rR')'}{R}=-\frac{f''}{f}=\mu .$$
One side depends on $r$ and the other on $\theta$, so $\mu$ is constant. The integral identity above, with $p^2$ replaced by $\mu$, shows that $\mu\ge0$. If $\mu=0$, then $f'=0$ and the boundary values force $f=0$. Thus $\mu=\lambda^2$ with $\lambda>0$, and
$$f=A\cos\lambda\theta+B\sin\lambda\theta .$$
The condition at $\theta=0$ gives $A=0$; the other gives $\sin(3\pi\lambda/2)=0$. Therefore
$$\lambda_n=\frac{2n}{3},\qquad n=1,2,3,\dots$$

These sines form a complete set for functions vanishing at the two ends, so on each arc $u=\sum_n c_n(r)\sin\lambda_n\theta$. Since $\int_0^{3\pi/2}\sin^2\lambda_n\theta\,d\theta=3\pi/4$,
$$c_n(r)=\frac{4}{3\pi}\int_0^{3\pi/2}u\sin(\lambda_n\theta)\,d\theta .$$
Apply $r\,d/dr$ twice, replace the radial derivatives of $u$ by $-\partial^2u/\partial\theta^2$, and integrate by parts twice. The result is $r(rc_n')'=\lambda_n^2c_n$. With $t=\ln r$ this is $d^2c_n/dt^2=\lambda_n^2c_n$, so
$$c_n=a_nr^{\lambda_n}+b_nr^{-\lambda_n}.$$
The potential between electrodes is bounded, and so is each $c_n$. Hence $b_n=0$ and
$$V_m-\phi=\sum_{n=1}^{\infty}a_nr^{2n/3}\sin\frac{2n\theta}{3}.$$

Because $\mathbf E=-\nabla\phi=+\nabla u$, the first term gives
$$E_r=\tfrac23a_1r^{-1/3}\sin\frac{2\theta}{3},\qquad E_\theta=\tfrac23a_1r^{-1/3}\cos\frac{2\theta}{3}.$$
Squaring and adding removes the angle:
$$|\mathbf E|=\tfrac23|a_1|\,r^{-1/3}.$$
This answers (a), provided $a_1\ne0$. If the metal has the highest potential in its surroundings, $u\ge0$. The weight $\sin(2\theta/3)$ is positive inside the dielectric, so the integral for $c_1$ is positive and the divergence is present. For a line at the lowest potential, $a_1<0$ and the field points inward.

The next field term varies as $r^{1/3}$; it is smaller than the first by a factor of order $r^{2/3}$. The infinite field carries finite energy. Per unit line length, the energy within $r$ is
$$\frac{\varepsilon}{2}\int_0^r\frac49a_1^2r'^{-2/3}\,\frac{3\pi}{2}\,r'\,dr'=\frac{\pi\varepsilon}{4}a_1^2r^{4/3},$$
where $\varepsilon$ is the permittivity.

## Exact solution: the amplitude

Laplace's equation near the corner cannot determine $a_1$; the distant electrodes do. For two equal lines at $\pm V/2$, the midplane is at zero potential by symmetry. Only one half, of gap $h=S/2$, has to be solved.

Use a complex coordinate $z$ with the midplane on the real axis and the metal in $\mathrm{Re}\,z<0$, $\mathrm{Im}\,z>h$. The sidewall then lies along $\mathrm{Im}\,z=h$, the top face along $\mathrm{Re}\,z=0$, and the edge at $z=ih$. Consider, for $w$ in the upper half-plane,
$$z=\frac h\pi\left[2s+\ln\frac{s-1}{s+1}\right],\qquad s=\sqrt{1+w}.$$
Its boundary is the required one:

- For $w>0$, $s>1$ and $z$ runs along the whole real axis.
- For $-1<w<0$, $0<s<1$. The logarithm has imaginary part $\pi$, so $z=ih-(2h/\pi)(\operatorname{artanh}s-s)$, the sidewall.
- For $w<-1$, put $s=i\sigma$. The logarithm is $i(\pi-2\arctan\sigma)$, so $z=ih+i(2h/\pi)(\sigma-\arctan\sigma)$, the top face.

The potential $\phi=(V/2\pi)\arg w$ is harmonic, zero on the midplane and $V/2$ on the metal. It is the imaginary part of $F=(V/2\pi)\ln w$, so $|\mathbf E|=|dF/dz|$. Differentiation gives
$$\frac{dz}{ds}=\frac h\pi\left[2+\frac{2}{s^2-1}\right]=\frac{2h}{\pi}\frac{s^2}{w},\qquad \frac{dw}{ds}=2s,\qquad \frac{dz}{dw}=\frac h\pi\frac sw .$$
Consequently
$$|\mathbf E|=\frac{V}{2\pi|w|}\,\frac{\pi|w|}{h|s|}=\frac{V}{S}\frac1{|s|}.$$
Deep in the gap $w\to0$, $s\to1$ and the field is $V/S$, as it should be. At the edge $s\to0$. There
$$\ln\frac{s-1}{s+1}=i\pi-2\left(s+\frac{s^3}{3}+\dots\right),$$
the linear terms cancel, and $z-ih\approx-(2h/3\pi)s^3$. Taking magnitudes, $r=(S/3\pi)|s|^3$, so
$$|\mathbf E|\approx\frac VS\left(\frac{S}{3\pi r}\right)^{1/3},\qquad r\ll S .$$
This answers (b). At fixed $V$ and $r$ the edge field varies as $S^{-2/3}$, more weakly than the mean field.

A finite-difference solution of Laplace's equation for this geometry, made without the map, was projected on $\sin(2\theta/3)$ at $r=4$ and 8 nm and extrapolated from two grid steps, assuming an error of order step$^{4/3}$. It gave a potential exponent of 0.6667 and an amplitude 0.9999 times the formula. The amplitude is the real test; the exponent of this projection is largely fixed by the choice of the sine.

## Numbers, and comparison with the estimate

At $r=1$ nm, $S/(3\pi r)=2.122$, whose cube root is 1.285. The law gives $2\times1.285=2.57$ MV/cm. The table sets it beside the full map solution on three lines leaving the edge; fields are in MV/cm.

| $r$ (nm) | law | bisector | sidewall | top face |
|---|---|---|---|---|
| 0.1 | 5.54 | 5.54 | 5.68 | 5.39 |
| 0.5 | 3.24 | 3.24 | 3.50 | 3.00 |
| 1.0 | 2.57 | 2.57 | 2.90 | 2.28 |
| 2.0 | 2.04 | 2.03 | 2.47 | 1.69 |

The difference between the faces comes from the next term. On the sidewall, $r=(S/\pi)(s^3/3+s^5/5+\dots)$; on the top face, the sign of the fifth-power term is reversed. With $s_0=(3\pi r/S)^{1/3}$, solving for the field gives the law times $1\pm s_0^2/5$, plus for the sidewall. At 1 nm, $s_0=1/1.285=0.778$ and the correction is 12%. On the bisector $s^2$ is imaginary at leading order, so this correction changes the direction of the field but not its magnitude.

The scaling estimate gave a field exponent of $-0.329$ against the exact $-1/3$, an error of about 1% of the exponent. The parabola is close to the true half-sine. Its field at 1 nm, 4.3 MV/cm, is too large by a factor of about 1.7. The exponent is not to blame: the matching distance is. The law falls to the mean field at $r=S/(3\pi)=2.1$ nm, not at the assumed 10 nm. Scaling found the power well but could not find this small numerical factor.

## When the edge is rounded

Take a rough breakdown field $E_b=6$ MV/cm. The sharp-edge law reaches it at
$$r_b=\frac{S}{3\pi}\left(\frac{E_0}{E_b}\right)^3=\frac{2.122}{27}=0.079\ \mathrm{nm}.$$
This is below the spacing between atoms, where neither a sharp metal face nor a continuous dielectric has meaning. It does not predict breakdown.

A rounded edge can be solved with the same map. Let $S_0$ and $V_0$ be the gap and voltage of a sharp-edge solution, and replace its metal surface by the equipotential $\arg w=\pi-\delta$. The voltage becomes $V=V_0(1-\delta/\pi)$. Deep in the gap, $z\approx(S_0/2\pi)[2+\ln(w/4)]$, so the gap becomes $S=S_0(1-\delta/\pi)$. The mean field is unchanged. The profile is not exactly a rounded right angle: far out along the top, $z\approx(S_0/\pi)\sqrt w$ has the direction $(\pi-\delta)/2$, so the top face slopes by $\delta/2$ and the metal fills an angle $\pi/2+\delta/2$. The slope vanishes as the edge is sharpened; in the example below it is about 12°.

On this surface $w=\varrho e^{i(\pi-\delta)}$ with $\varrho>0$, and
$$|1+w|^2=1+\varrho^2-2\varrho\cos\delta .$$
The minimum is $\sin^2\delta$, at $\varrho=\cos\delta$. Since $|s|=|1+w|^{1/2}$,
$$E_{\max}=\frac{V}{S}\frac{1}{\sqrt{\sin\delta}} .$$
To find the radius of curvature $\rho$ there, note that $dz/d\varrho=(S_0/2\pi)s/\varrho$. The tangent therefore has angle $\tfrac12\arg(1+w)$. At closest approach, $1+w$ is perpendicular to the ray, so its argument turns at the rate $1/\sin\delta$ per unit $\varrho$, and the tangent at half that rate. Dividing arc length by turning angle,
$$\rho=\frac{S_0}{2\pi}\frac{\sqrt{\sin\delta}}{\cos\delta}\,2\sin\delta=\frac{S_0}{\pi}\frac{\sin^{3/2}\delta}{\cos\delta}.$$

For $S=20$ nm and a rough radius $\rho=2$ nm, the solution is $\delta=0.409$ and $S_0=23.0$ nm. The enhancement is 1.59 and $E_{\max}=3.17$ MV/cm, about half of $E_b$. For $\rho\ll S$, $\delta$ is small and $\sin\delta\approx(\pi\rho/S)^{2/3}$, giving
$$E_{\max}\approx\frac VS\left(\frac{S}{\pi\rho}\right)^{1/3}.$$
This limit yields 2.94 MV/cm, 7% below the full result for this profile. The cube root survives: rounding replaces the divergence by a maximum that still grows as the edge is sharpened. The numerical factor depends on the whole profile, not only on the radius at its tip. A circular arc of the same radius joining two flat perpendicular faces gives a maximum about a fifth higher in this limit, and about 3.7 MV/cm for the 2 nm radius and 20 nm gap used here.

## A second case: a cap layer meets the edge

Suppose the line top and the low-k dielectric are level, and a cap of higher permittivity covers both. The low-k material occupies $0<\theta<\pi/2$ and the cap the remaining $\pi$. Write the angular function as $A\sin\lambda\theta$ in the first and $B\sin\lambda(3\pi/2-\theta)$ in the second. With $x=\pi\lambda/2$, continuity of potential and of normal displacement gives
$$A\sin x=B\sin2x,\qquad k_{\rm low}A\cos x=-k_{\rm cap}B\cos2x .$$
Divide the second by the first and use $\cot2x=(\cot^2x-1)/(2\cot x)$:
$$2k_{\rm low}\cot^2x=k_{\rm cap}(1-\cot^2x)\quad\Longrightarrow\quad\tan^2\frac{\pi\lambda}{2}=1+\frac{2k_{\rm low}}{k_{\rm cap}} .$$
Equal permittivities give $\tan^2x=3$ and $\lambda=2/3$. With rough values 2.7 and 5, $\tan^2x=2.08$ and $\lambda=0.614$, so the field varies as $r^{-0.386}$. A tenfold approach to the edge raises it by 2.43 instead of 2.15. The power $-1/3$ is thus not fixed by the metal's shape alone: a permittivity step that meets the edge generally changes it.

## When leakage redistributes the field

The electrostatic solution holds before leakage has moved appreciable charge. For a rough leakage density $J=10^{-8}$ A/cm² at the mean field, the relaxation time is
$$\tau=\frac{k_{\rm low}\varepsilon_0E_0}{J}\approx50\ \mathrm{s}.$$
This is the time in which the leakage at the mean field passes a charge equal to the electrode charge. It is the relaxation time of the field only if $J$ is proportional to $E$; where conduction rises steeply with field, the field adjusts sooner, and the edge sooner still. Once constant stress has lasted long enough for a steady state, the current must satisfy $\nabla\cdot\mathbf J=0$. If the conductivity is uniform and independent of field, this is again Laplace's equation. Poole–Frenkel conduction is much steeper: $J\propto E\exp(\Delta/k_BT)$, with barrier lowering $\Delta=\sqrt{q^3E/(\pi k_{\rm opt}\varepsilon_0)}$, where $q$ is the elementary charge. Its local power is
$$m=\frac{d\ln J}{d\ln E}=1+\frac{\Delta}{2k_BT}=1+\frac{0.759}{2\times0.0321}=12.8$$
at 2 MV/cm and 373 K, with a rough optical permittivity $k_{\rm opt}=2$. A small change of the field along its own direction decays at the rate $(dJ/dE)/(k_{\rm low}\varepsilon_0)=m/\tau$, so in the gap it relaxes in $\tau/m\approx4$ s. At the rounded-edge field of 3.17 MV/cm the lowering is 0.96 eV. For traps deeper than this, the same law makes $J$ about 700 times larger, so $k_{\rm low}\varepsilon_0E/J$ is only about 0.1 s there. The electrostatic field at the edge is therefore an early-time result, which starts to decay within a fraction of a second for these inputs, before the gap as a whole has settled.

Treat $m$ as constant, so that $\mathbf J\propto|\nabla u|^{m-1}\nabla u$, and set $u=r^\lambda f$. With $G=\lambda^2f^2+f'^2$ and $c=m\lambda+1-m$, zero divergence reads
$$\left(G^{(m-1)/2}f'\right)'+\lambda c\,G^{(m-1)/2}f=0 .$$
Expand the derivative and divide by $G^{(m-3)/2}$:
$$(mf'^2+\lambda^2f^2)f''+(m-1)\lambda^2ff'^2+\lambda cGf=0 .$$
For $y=f'/f$, with $y'=f''/f-y^2$, this becomes
$$-\frac{d\theta}{dy}=\frac{my^2+\lambda^2}{(y^2+\lambda^2)(my^2+\lambda c)}=\frac{\lambda}{y^2+\lambda^2}+\frac{m(1-\lambda)}{my^2+\lambda c}.$$
From one face to the other, $y$ falls from $+\infty$ to $-\infty$. Integration therefore gives
$$\frac{3\pi}{2}=\pi+\pi(1-\lambda)\sqrt{\frac{m}{\lambda c}} .$$
Hence $4m(1-\lambda)^2=\lambda c$, or $3m\lambda^2-(7m+1)\lambda+4m=0$. The root below one is
$$\lambda=\frac{7m+1-\sqrt{m^2+14m+1}}{6m}.$$
It returns $2/3$ for $m=1$ and tends to 1 for large $m$. Here $\lambda=0.938$: the field varies as $r^{-0.062}$ and grows by only 1.15 per decade of distance. Regions of high field conduct better, and the field spreads out. In this model, prolonged leakage changes the exponent more than the cap does. Injected space charge is left out, and $m$ itself changes with field.

## The real structure

A 20 nm gap with a low-k permittivity near 2.7 is a reasonable rough model of a fine copper interconnect. Four volts is a stress condition; operation is nearer one volt, for which the electrostatic fields above are divided by four. The 6 MV/cm used here is a rough short-time strength, and sustained stress can cause failure at lower fields, so $E_{\max}<E_b$ does not establish a lifetime. Real lines are finite. For a comb of alternating potentials, 20 nm wide and 40 nm thick in a uniform dielectric, the computed edge amplitude is 5% above the wide-line value. The 2 nm radius matters more: it removes the divergence altogether, and it leaves no clear range $\rho\ll r\ll S$ in which the ideal power law could be seen.

Tunnelling was sized with the Fowler–Nordheim formula at 3.17 MV/cm, using a rough 2 eV barrier and half the free-electron mass. This zero-temperature formula, without image-force lowering of the barrier, gives about $3\times10^{-12}$ A/cm². At 373 K the two omissions matter: together they can raise the density by about three orders of magnitude. Even so, it stays far below the Poole–Frenkel leakage at the same field, about $7\times10^{-6}$ A/cm². The exponent is $-43$, so the density is also very sensitive to the barrier height: with temperature and image force included (image permittivity 2), a barrier of about 1.75 eV instead of 2 eV already brings it up to the Poole–Frenkel leakage. For these inputs, edge rounding and charge redistribution limit the ideal law before tunnelling does. The main values are in the numerical output.

## Table of computed values

```
Gap: 20 nm
Voltage: 4 V
Line width: 20 nm
Line thickness: 40 nm
Temperature: 373 K
Low-k relative permittivity (rough): 2.7
Cap relative permittivity (rough): 5
Optical relative permittivity (rough): 2
Edge radius (rough): 2 nm
Breakdown field (rough): 6 MV/cm
Leakage density (rough): 1e-08 A/cm2
Tunnel barrier (rough): 2 eV
Tunnel mass / electron mass (rough): 0.5
Mean field: 2 MV/cm
Angular exponent 1, diagonalized: 0.666666
Angular exponent 2, diagonalized: 1.33333
Potential exponent, Laplace grid: 0.6667
Field exponent, map near edge: -0.33333
Amplitude ratio, grid / formula: 0.9999
r (nm): law, bisector, sidewall, top field (MV/cm)
0.1: 5.537, 5.537, 5.684, 5.395
0.5: 3.238, 3.237, 3.496, 3.002
1.0: 2.570, 2.567, 2.903, 2.280
2.0: 2.040, 2.034, 2.474, 1.690
Distance where law reaches breakdown: 0.0786 nm
Rounding parameter delta: 0.4089 rad
Parent sharp-edge gap: 22.99 nm
Rounded-edge enhancement: 1.586
Rounded-edge maximum field: 3.172 MV/cm
Small-radius estimate: 2.942 MV/cm
Comb / wide-line edge amplitude: 1.05
Potential exponent with cap, formula: 0.614
Potential exponent with cap, diagonalized: 0.614
Field exponent with cap: -0.386
Field growth per decade, uniform: 2.154
Field growth per decade, cap: 2.432
Dielectric relaxation time: 47.8 s
Thermal energy: 0.03214 eV
Poole-Frenkel lowering: 0.759 eV
Local current power m: 12.8
Steady potential exponent: 0.9382
Steady field exponent: -0.0618
Field growth per decade, steady: 1.153
Tunnelling exponent: 43.1
Tunnelling density: 3e-12 A/cm2
```
